# Tunnelling ionization of a hydrogenic donor in a weak electric field

An electron is bound to a singly charged donor in a semiconductor. A static uniform electric field lowers the potential on one side, and the electron can tunnel into the band. The problem is to find the ionization rate of the ground state when the field is weak, including the factor in front of the exponential.

The host is described by one parabolic band with isotropic effective mass $m^*$ and by a relative permittivity $\varepsilon$. The donor potential is taken as purely Coulombic. Phonons, thermal ionization and impact ionization are left out. The field exerts a force of magnitude $eF$ towards negative $z$, so that

$$H=-\frac{\hbar^2}{2m^*}\nabla^2-\frac{e^2}{4\pi\varepsilon_0\varepsilon r}+eFz .$$

## (a) Which parameter measures the strength of the field, and what is meant by the rate?

**Solution.** Define the donor length and energy

$$a^*=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m^*e^2},\qquad E^*=\frac{\hbar^2}{m^*a^{*2}}=\frac{e^2}{4\pi\varepsilon_0\varepsilon a^*}.$$

With lengths in $a^*$ and energies in $E^*$, the kinetic and Coulomb terms lose their constants:

$$H=-\tfrac12\nabla^2-\frac1r+fz,\qquad f=\frac{eF\,a^*}{E^*}.$$

One parameter, $f$, remains, and weak field means $f\ll1$. These donor atomic units are used up to part (f). At $f=0$ the ground state is $\psi=e^{-r}/\sqrt\pi$ with $E=-\tfrac12$, so the binding energy is $E_B=E^*/2$.

For $f>0$ the potential falls without limit as $z\to-\infty$, and the bound state becomes a resonance. It is the solution that is regular at the donor and has an outgoing wave on the open side. Its energy is complex. Since $|e^{-iEt}|^2=e^{2t\,\mathrm{Im}E}$, the probability of finding the electron near the donor decays at the rate $\Gamma=-2\,\mathrm{Im}\,E$.

## (b) Separate the equation and find the separation constants in a weak field.

**Solution.** Use $\xi=r+z$, $\eta=r-z$ and the azimuth $\varphi$. Then $r=(\xi+\eta)/2$ and $z=(\xi-\eta)/2$. The distance from the axis is $\rho=\sqrt{r^2-z^2}=\sqrt{\xi\eta}$. Inserting the differentials of $\rho$ and $z$ in $d\rho^2+dz^2$, the cross terms cancel, and the scale factors are

$$h_\xi=\tfrac12\sqrt{\frac{\xi+\eta}{\xi}},\qquad h_\eta=\tfrac12\sqrt{\frac{\xi+\eta}{\eta}},\qquad h_\varphi=\sqrt{\xi\eta}.$$

Their product is $(\xi+\eta)/4$, while $h_\eta h_\varphi/h_\xi=\xi$ and $h_\xi h_\varphi/h_\eta=\eta$. For a function independent of $\varphi$ this gives

$$\nabla^2\psi=\frac{4}{\xi+\eta}\left[\partial_\xi(\xi\,\partial_\xi\psi)+\partial_\eta(\eta\,\partial_\eta\psi)\right].$$

Multiply $(H-E)\psi=0$ by $-(\xi+\eta)/2$. The Coulomb term becomes the constant 1, and the field term becomes $-f(\xi^2-\eta^2)/4$. With $\psi\propto u(\xi)g(\eta)$ the equation separates:

$$(\xi u')'+\left(\frac{E\xi}{2}-\frac{f\xi^2}{4}+\beta_1\right)u=0,$$

$$(\eta g')'+\left(\frac{E\eta}{2}+\frac{f\eta^2}{4}+\beta_2\right)g=0,\qquad \beta_1+\beta_2=1 .$$

The field confines the motion along $\xi$ and opens the motion along $\eta$, so the electron escapes along $\eta$.

At $f=0$ both functions are $e^{-x/2}$, where $x$ is $\xi$ or $\eta$. Indeed $(xu')'=(-\tfrac12+\tfrac x4)u$, which solves the equation if $E=-\tfrac12$ and $\beta_1=\beta_2=\tfrac12$. To first order, let $E=-\tfrac12+\delta$. Each equation is an eigenvalue problem for $\beta$ with the normalized density $e^{-x}$, for which $\langle x\rangle=1$ and $\langle x^2\rangle=2$. Therefore

$$\beta_1=\tfrac12+\tfrac f4\cdot2-\tfrac\delta2,\qquad \beta_2=\tfrac12-\tfrac f4\cdot2-\tfrac\delta2 .$$

The sum must be 1, so $\delta=0$ at this order. Hence

$$\beta_1=\tfrac12+\tfrac f2+O(f^2),\qquad \beta_2=\tfrac12-\tfrac f2+O(f^2),\qquad E=-\tfrac12+O(f^2).$$

At $f=0.005$ the numerically computed resonance has $(\beta_1-\tfrac12)/f=0.5001$ and $(\mathrm{Re}E+\tfrac12)/f^2=-2.25$, in agreement with these orders.

## (c) Find the action of the barrier along $\eta$, including every term that survives as $f\to0$.

**Solution.** Remove the first derivative by $g=\chi/\sqrt\eta$. Then $\eta g'=\sqrt\eta\,\chi'-\chi/(2\sqrt\eta)$. Differentiating once more, the terms in $\chi'$ cancel, and $(\eta g')'=\sqrt\eta\,\chi''+\chi/(4\eta^{3/2})$. Dividing the equation by $\sqrt\eta$ gives

$$\chi''=q^2\chi,\qquad q^2=-\frac E2-\frac{f\eta}{4}-\frac{\beta_2}{\eta}-\frac1{4\eta^2}.$$

The action is $S=\int_{\eta_0}^{\eta_1}q\,d\eta$. Here $\eta_1\approx1/f$ is the outer turning point, and $\eta_0$ is a point where the unperturbed function still holds. It is chosen so that

$$1\ll\eta_0\ll f^{-1/2}.$$

The barrier is long, so small changes of $q^2$ need care. A change $\Delta(q^2)$ alters $S$ by $\int\Delta(q^2)/(2q)\,d\eta$; the moving endpoint adds nothing at first order because $q=0$ there. The energy shift is $O(f^2)$ and acts over a length $1/f$, so it contributes $O(f)$. The shift of $\beta_2$ contributes $O(f\ln(1/f))$. The term $1/(4\eta^2)$ contributes $O(1/\eta_0)$. All three vanish in the limit, and we may set $E=-\tfrac12$ and $\beta_2=\tfrac12$.

The contribution of $\beta_2/\eta=1/(2\eta)$ does not vanish. This is the part of the Coulomb term left to the motion along $\eta$. Attach a parameter $\lambda$ to it, to be raised from 0 to 1:

$$q^2=\frac14-\frac{f\eta}4-\frac{\lambda}{2\eta}=\frac{f}{4\eta}(\eta_1-\eta)(\eta-\eta_2),\qquad \eta_2\approx2\lambda,\quad \eta_1\approx\frac1f-2\lambda .$$

At $\lambda=0$ the action is elementary:

$$S_0=\int_{\eta_0}^{1/f}\tfrac12\sqrt{1-f\eta}\,d\eta=\frac{(1-f\eta_0)^{3/2}}{3f}=\frac1{3f}-\frac{\eta_0}2+O(f\eta_0^2).$$

The derivative with respect to $\lambda$ is

$$\frac{dS}{d\lambda}=-\int_{\eta_0}^{\eta_1}\frac{d\eta}{4\eta q}=-\frac1{2\sqrt f}\int_{\eta_0}^{\eta_1}\frac{d\eta}{\sqrt{\eta(\eta-\eta_2)(\eta_1-\eta)}} .$$

Since $\eta\ge\eta_0\gg\eta_2$, replacing $\eta-\eta_2$ by $\eta$ changes the result by $O(1/\eta_0)$. Substitute $\eta=\eta_1(1-t^2)$, with $s=\sqrt{1-\eta_0/\eta_1}$:

$$\int_{\eta_0}^{\eta_1}\frac{d\eta}{\eta\sqrt{\eta_1-\eta}}=\frac{2}{\sqrt{\eta_1}}\int_0^s\frac{dt}{1-t^2}=\frac1{\sqrt{\eta_1}}\ln\frac{1+s}{1-s}.$$

Here $1+s\approx2$, $1-s\approx f\eta_0/2$ and $f\eta_1\approx1$. Thus $dS/d\lambda=-\tfrac12\ln[4/(f\eta_0)]$ for every $\lambda$ between 0 and 1, up to vanishing terms. Integration over $\lambda$ gives

$$S=\frac1{3f}-\frac{\eta_0}2-\frac12\ln\frac4{f\eta_0}+o(1).$$

A quadrature of $q$ with the $1/(4\eta^2)$ term kept, at $f=10^{-6}$ and $\eta_0=100$, differs from this formula by $-0.0038$. The size is as expected. The next term of $S_0$ is $+f\eta_0^2/8\approx0.001$. The $1/(4\eta^2)$ term and the second order in $\beta_2/\eta$ each reduce $q$ by $1/(4\eta^2)$ where $q\approx\tfrac12$, which together gives $-1/(2\eta_0)=-0.005$.

## (d) Find the amplitude of the outgoing wave.

**Solution.** Around $\eta_0$ the bound function is $\chi=\sqrt\eta\,e^{-\eta/2}$, with the factor $1/\sqrt\pi$ of $\psi$ kept apart. Deeper in the barrier the semiclassical form is

$$\chi=\frac{C}{\sqrt q}\exp\left(\int_\eta^{\eta_1}q\,d\eta'\right).$$

By part (c), the exponential varies as $\sqrt\eta\,e^{-\eta/2}$ near $\eta_0$, so the two forms agree throughout the matching window.

The semiclassical form fails near $\eta_1$, where $q\to0$. There $q^2\approx-(f/4)(\eta-\eta_1)$. With $x=(f/4)^{1/3}(\eta-\eta_1)$ the equation becomes $d^2\chi/dx^2=-x\chi$, solved by the Airy functions of $-x$. The region in which they are needed has length of order $f^{-1/3}$, short compared with $1/f$, so the linear approximation is sound. Let $\zeta=\tfrac23|x|^{3/2}$. The combination $\mathrm{Bi}(-x)+i\,\mathrm{Ai}(-x)$ has the asymptotic forms

$$\frac{e^{i(\zeta+\pi/4)}}{\sqrt\pi\,x^{1/4}}\quad(x\gg1),\qquad \frac{e^{\zeta}}{\sqrt\pi\,|x|^{1/4}}\quad(x\ll-1),$$

where an exponentially smaller term is dropped in the second. With the time factor $e^{-iEt}$ the first is an outgoing wave. The second is the function that decreases from the donor towards $\eta_1$. Both have the same coefficient, so beyond the barrier, with $p^2=-q^2$,

$$\chi=\frac{C}{\sqrt p}\exp\left(i\int_{\eta_1}^{\eta}p\,d\eta'+\frac{i\pi}4\right).$$

At $\eta_0$ we have $q\approx\tfrac12$, and matching requires $\sqrt2\,C\,e^{S}=\sqrt{\eta_0}\,e^{-\eta_0/2}$. Squaring, and inserting $S$ from part (c),

$$C^2=\frac{\eta_0e^{-\eta_0}}2\,e^{-2S}=\frac{\eta_0e^{-\eta_0}}2\cdot e^{-2/(3f)}\,e^{\eta_0}\,\frac4{f\eta_0}=\frac2f\,e^{-2/(3f)} .$$

The arbitrary point $\eta_0$ has cancelled. If the logarithm were dropped from $S$ alone, the result would be $\tfrac12\eta_0e^{-2/(3f)}$, which depends on where one matches. The logarithm comes from $\beta_2/\eta$, which is not the whole effect of the Coulomb tail: of the sum $\beta_1+\beta_2=1$, the motion along $\xi$ takes one half. For a short-range well with the same binding energy the sum would be 0, so that $\beta_2=-\tfrac12$ outside the well, and the prefactor would be proportional to $f$ instead of $1/f$.

## (e) Obtain the ionization rate.

**Solution.** The rate is the probability current through a surface $\eta=\text{const}$ beyond the barrier, divided by the probability inside, which is 1 to leading order. The current density is $\mathrm{Im}(\psi^*\nabla\psi)$, its normal component contains $h_\eta^{-1}\partial_\eta$, and the area element is $h_\xi h_\varphi\,d\xi\,d\varphi$. Since $h_\xi h_\varphi/h_\eta=\eta$,

$$\Gamma=2\pi\eta\int_0^\infty d\xi\;\mathrm{Im}(\psi^*\partial_\eta\psi).$$

Insert $\psi=e^{-\xi/2}\chi(\eta)/\sqrt{\pi\eta}$. The $\xi$ integral is $\int_0^\infty e^{-\xi}d\xi=1$. Differentiating the real factor $1/\sqrt\eta$ gives no imaginary part. Hence

$$\Gamma=2\,\mathrm{Im}(\chi^*\chi')=2\cdot\frac{C^2}{p}\cdot p=2C^2,$$

$$\boxed{\;\Gamma=\frac4f\,e^{-2/(3f)}\,[1+o(1)],\qquad f\to0\;}$$

in units of $E^*/\hbar$. As a test of the flux relation, the current and the inside probability were computed from the resonance wavefunction at $f=0.0389$. Their ratio agrees with $-2\,\mathrm{Im}E$ to all seven printed digits.

## (f) Restore the units, and treat the last electron of a double donor.

**Solution.** With $f=eFa^*/E^*$ and $\Gamma$ multiplied by $E^*/\hbar$,

$$\Gamma\simeq\frac{4E^*}{\hbar}\,\frac{E^*}{eFa^*}\exp\left(-\frac{2E^*}{3eFa^*}\right).$$

Because $E_B=\hbar^2/(2m^*a^{*2})$, we have $1/a^*=\sqrt{2m^*E_B}/\hbar$. With $E^*=2E_B$ the exponent becomes

$$-\frac{2E^*}{3eFa^*}=-\frac{4\sqrt{2m^*}\,E_B^{3/2}}{3\hbar eF}.$$

The characteristic force $E^*/a^*$ is proportional to $m^{*2}/\varepsilon^3$, so the rate is very sensitive to both host parameters.

For one electron bound to a core of charge $Z$, the potential is $-Z/r$. Put $r=r'/Z$. The kinetic and Coulomb terms both acquire the factor $Z^2$, and the field term becomes $fz'/Z=Z^2(f/Z^3)z'$. The problem is the old one with energy unit $Z^2$ and field $f/Z^3$, so

$$\Gamma_Z\simeq\frac{4Z^5}{f}\,e^{-2Z^3/(3f)} .$$

For a double donor, $Z=2$, the exponent is eight times larger at the same field. Within the purely Coulombic model, this last electron needs a field about eight times higher than the electron of a single donor in the same host to reach a comparable rate: at field $8f$ the formula gives four times the single-donor rate at $f$. Real double donors, such as the chalcogens in Si, bind the last electron several times more strongly than the hydrogenic $4E_B$, because the compact orbit feels the central cell, and the factor eight does not carry over to them. The removal of the first electron of a double donor is a two-electron problem and is not covered by this scaling.

## (g) How weak must the field be, and what rates result for a model donor?

**Solution.** The resonance energy was also computed without any semiclassical step, by diagonalizing the separated equations with $\eta$ rotated into the complex plane. The ratio of the resonance width to the formula is 0.956 at $f=0.005$, 0.913 at $f=0.010$ and 0.871 at $f=0.015$. It extrapolates to 1.00000 at $f=0$. A separate fit with exponent and power both free gives $e^{-0.66667/f}$ and $f^{-1.002}$, against the derived $\tfrac23$ and $-1$.

Near $f=0$ the ratio falls as $1-8.92f$, with the coefficient taken from the extrapolation. The large coefficient means that $f\ll1$ is too mild a condition: for an error of 10% one needs $f$ near 0.01 or below.

Take round parameters, $m^*$ equal to 0.2 free-electron masses and $\varepsilon=10$. Then $E^*=0.05442$ eV, $E_B=0.02721$ eV and $a^*=26.46$ Å. The characteristic force is

$$\frac{E^*}{a^*}=\frac{0.05442}{26.46}=2.057\times10^{-3}\ \text{eV/Å}.$$

For $eF=6\times10^{-5}$ eV/Å this gives $f=0.02917$, $4/f=137.1$ and $2/(3f)=22.854$. The width from the formula is

$$\hbar\Gamma=0.05442\times137.1\times e^{-22.854}=8.86\times10^{-10}\ \text{eV},$$

or $1.35\times10^{6}\ \text{s}^{-1}$. The resonance calculation gives $1.02\times10^{6}\ \text{s}^{-1}$. For three forces:

| $eF$ (eV/Å) | $f$ | formula (s⁻¹) | resonance (s⁻¹) | ratio |
|---|---|---|---|---|
| $4\times10^{-5}$ | 0.0194 | $22.0$ | $18.4$ | 0.835 |
| $6\times10^{-5}$ | 0.0292 | $1.35\times10^6$ | $1.02\times10^6$ | 0.758 |
| $8\times10^{-5}$ | 0.0389 | $3.06\times10^8$ | $2.09\times10^8$ | 0.682 |

Doubling the force raises the resonance rate by a factor of $1.1\times10^7$. The exponential accounts for this growth; the prefactor $4/f$ is halved. The local sensitivity follows from the formula as $d\ln\Gamma/d\ln f=2/(3f)-1$, which is about 22 at the middle force. A field uncertain by 1% thus makes the rate uncertain by about 22%.

At the largest force $f^{-1/2}\approx5$, so the window $1\ll\eta_0\ll f^{-1/2}$ has almost closed. The formula then exceeds the resonance rate by nearly half of the latter, though it still gives the order of magnitude.

The model itself sets other limits. A central-cell potential changes the binding energy, and with it both the decay of the wavefunction and the separation constant used in part (b), so replacing $E_B$ in the exponent is not a sufficient correction. Anisotropic valleys, as for donors in Si and Ge, spoil the separation in parabolic coordinates. The rates in the table are meant for the low-temperature limit, without impact ionization by free carriers. The forces listed correspond to 4 to 8 kV/cm, well above the fields at which impact ionization empties shallow donors in cold bulk Si or Ge, so the table applies only where free carriers are absent, as in a depleted region. On the axis the field lowers the top of the barrier to $-2\sqrt f$, which at the middle force is only about 9 meV above the level. The motion along $\xi$ keeps its share $\beta_1$ of the Coulomb term, so the barrier along $\eta$ disappears only near $E\approx-2\sqrt{f\beta_2}\approx-0.27$, about 13 meV above the level. With an attempt rate between $10^9$ and $10^{13}\ \text{s}^{-1}$, a rough Arrhenius estimate lets thermally activated escape exceed tunnelling at this force from about 10 to 20 K. The full set of computed values is in the numerical output below.

## Computed values

```
Resonance width / formula (donor atomic units):
  f = 0.0050  Gamma = 9.49803e-56  ratio = 0.95604
  f = 0.0075  Gamma = 1.24057e-36  ratio = 0.93450
  f = 0.0100  Gamma = 4.07077e-27  ratio = 0.91323
  f = 0.0125  Gamma = 1.96452e-21  ratio = 0.89223
  f = 0.0150  Gamma = 1.15945e-17  ratio = 0.87148
Relative width change, new angle and basis: 2.9e-27
Ratio extrapolated to f = 0: 1.00000
Linear coefficient of the ratio in f: -8.92
Free fit: exponent coefficient B = 0.66667
Free fit: power of f = -1.002
(beta1 - 1/2)/f at f = 0.005: 0.50008
(Re E + 1/2)/f^2 at f = 0.005: -2.2514
Barrier action at f = 1e-6, eta0 = 100 (dimensionless):
  quadrature 333278.0313, formula 333278.0350, difference -0.0038
  part due to the Coulomb tail: -5.3021
Model donor: m = 0.2, eps = 10.0
  energy unit E* = 0.054423 eV
  binding energy = 0.027211 eV
  radius a* = 26.459 angstrom
  force unit E*/a* = 2.0569e-03 eV/angstrom
  rate unit E*/hbar = 8.2683e+13 1/s
Force eF = 4.0e-05 eV/angstrom: f = 0.01945
  exponent 2/(3f) = 34.2814, prefactor 4/f = 205.69
  width: formula 1.4480e-14 eV, resonance 1.2093e-14 eV
  rate: formula 2.1999e+01 1/s, resonance 1.8373e+01 1/s
  resonance/formula = 0.8351
Force eF = 6.0e-05 eV/angstrom: f = 0.02917
  exponent 2/(3f) = 22.8543, prefactor 4/f = 137.13
  width: formula 8.8598e-10 eV, resonance 6.7139e-10 eV
  rate: formula 1.3460e+06 1/s, resonance 1.0200e+06 1/s
  resonance/formula = 0.7578
Force eF = 8.0e-05 eV/angstrom: f = 0.03889
  exponent 2/(3f) = 17.1407, prefactor 4/f = 102.84
  width: formula 2.0130e-07 eV, resonance 1.3735e-07 eV
  rate: formula 3.0584e+08 1/s, resonance 2.0867e+08 1/s
  resonance/formula = 0.6823
Resonance rate ratio, largest/smallest force: 1.136e+07
Flux test at f = 0.03889, eta = 35 (atomic units):
  flux/probability inside = 2.523764e-06, -2 Im E = 2.523764e-06
```
